Mean barrier change on polarization reversal in a ferroelectric tunnel junction

**Problem**

A ferroelectric film occupies 0 < z < d between metallic electrode 1 (z < 0) and metallic electrode 2 (z > d). The electrodes are short-circuited. The film has a uniform spontaneous polarization P, counted positive when it points towards electrode 2. Its linear response is described separately by a relative permittivity ε_f, so the displacement in the film is

D = ε₀ε_f E + P.

Electrode i has lattice relative permittivity ε_i and Thomas-Fermi screening length λ_i. With a locally neutral electrode i, the film's conduction-band edge at that interface would lie Φ_i above the Fermi level; this is the bare barrier. Let U(z) be the actual band edge above the common Fermi level, and Φ̄ its average over the film.

(a) Find the change of Φ̄ when the polarization is reversed.
(b) Show that it vanishes when λ₁/ε₁ = λ₂/ε₂.
(c) Evaluate it for a 3.0 nm hafnia-type film with ε_f = 30 and |P| = 5.0 µC/cm², between TiN and a degenerate conducting oxide. Take Φ₁ = 2.00 eV and Φ₂ = 2.10 eV. The electron densities are 5.0×10²² and 1.0×10²¹ cm⁻³, the effective masses 1.00 and 0.35 electron masses, and the lattice permittivities 4.0 and 9.0.

**A tempting solution**

The film contains no free charge, so E is uniform and the band edge is a straight line. An electron has potential energy −eφ, hence

U(d) − U(0) = eEd.

Reversing P reverses the polarization's contribution to E. One edge of the barrier goes up, the other goes down, and the line turns about its midpoint. The average of a straight line is its midpoint value, so Φ̄ does not change. The answer to (a) would be zero for every pair of electrodes, and (b) would follow as a special case.

**Where it fails**

The equation for U(d) − U(0) fixes the difference of the edges. The average needs their sum, about which that equation says nothing. The claim that the line turns about its midpoint was an added assumption: that the two edges shift by equal and opposite amounts. Each edge is tied to its own electrode, and its shift is the potential drop inside that electrode. Two different electrodes carrying opposite screening charges need not have equal and opposite drops.

**Screening in the electrodes**

For a free-electron gas the density is proportional to the 3/2 power of the Fermi energy E_F, measured from the band bottom. The density of states at the Fermi level, with both spins included, is therefore

g = dn/dE_F = 3n/(2E_F).

A small potential φ, relative to the electrode's bulk, changes the electron density by geφ and creates the charge density −e²gφ. Poisson's equation becomes

φ″ = φ/λ², λ² = ε₀ε/(e²g).

This treatment is linear and requires e|φ| ≪ E_F. Note that λ already contains the lattice permittivity.

Let u₁ and u₂ be the potentials at the electrode surfaces, each relative to its own bulk. The decaying solutions are

φ = u₁ exp(z/λ₁) in electrode 1,
φ = u₂ exp[−(z − d)/λ₂] in electrode 2.

The fields −dφ/dz at the two surfaces are −u₁/λ₁ and +u₂/λ₂. With no charge sheet at either interface, the normal displacement is continuous, so a single D applies at both surfaces and throughout the film:

D = −ε₀ε₁u₁/λ₁ = ε₀ε₂u₂/λ₂.

Define ℓ_i = λ_i/ε_i. Then

u₁ = −Dℓ₁/ε₀, u₂ = +Dℓ₂/ε₀.

The drops have opposite signs, but their sizes are in the ratio ℓ₁ : ℓ₂. The tempting solution assumed that this ratio is one.

**Short circuit and mean barrier**

A potential u_i at the interface shifts the band edge there by −eu_i:

U(0) = Φ₁ + eDℓ₁/ε₀,
U(d) = Φ₂ − eDℓ₂/ε₀.

Here Φ₁ and Φ₂ are taken to be independent of P. The common Fermi level expresses the short circuit. Put these edges and E = (D − P)/(ε₀ε_f) into U(d) − U(0) = eEd:

Φ₂ − Φ₁ − eD(ℓ₁ + ℓ₂)/ε₀ = ed(D − P)/(ε₀ε_f).

Multiply by ε₀/e and collect the terms in D:

D(ℓ₁ + ℓ₂ + d/ε_f) = Pd/ε_f + ε₀(Φ₂ − Φ₁)/e.

The average of the straight line is half the sum of its edges:

Φ̄ = (Φ₁ + Φ₂)/2 + eD(ℓ₁ − ℓ₂)/(2ε₀).

Let the two polarization states be P₊ and P₋, which need not be equal in magnitude. The term in Φ₂ − Φ₁ is the same in both and cancels from the difference of displacements:

D₊ − D₋ = (P₊ − P₋)(d/ε_f)/(ℓ₁ + ℓ₂ + d/ε_f) = (P₊ − P₋)d/[ε_f(ℓ₁ + ℓ₂) + d].

Therefore

Φ̄(P₊) − Φ̄(P₋) = e(P₊ − P₋)d(ℓ₁ − ℓ₂)/{2ε₀[ε_f(ℓ₁ + ℓ₂) + d]}.

For P₊ = P and P₋ = −P the factor 2 cancels:

Φ̄(P) − Φ̄(−P) = ePd(ℓ₁ − ℓ₂)/{ε₀[ε_f(ℓ₁ + ℓ₂) + d]}.

This answers (a). For (b), the factor ℓ₁ − ℓ₂ is zero when the ratios are equal. Conversely, for d > 0 and P₊ ≠ P₋ every other factor is finite and nonzero, so within this model the change vanishes only then. Since ℓ² = ε₀/(e²εg), the condition can also be written ε₁g₁ = ε₂g₂. Equal screening lengths are not sufficient if the permittivities differ.

The sign has a direct reading. Polarization pointing towards electrode 2 puts positive bound charge beside it, which lowers the barrier there, and negative bound charge beside electrode 1, which raises it there. If electrode 2 has the larger ℓ, the lowering wins and the mean falls.

**Thick and thin films**

For d ≫ ε_f(ℓ₁ + ℓ₂), the electrodes screen nearly all the polarization charge, and the change tends to eP(ℓ₁ − ℓ₂)/ε₀, independent of thickness.

For d ≪ ε_f(ℓ₁ + ℓ₂), it tends to ePd(ℓ₁ − ℓ₂)/[ε₀ε_f(ℓ₁ + ℓ₂)], which goes to zero with d if P is held fixed. That proviso is severe. With equal bare barriers the field in the film is

E = −P(ℓ₁ + ℓ₂)/{ε₀[ε_f(ℓ₁ + ℓ₂) + d]}.

It opposes P and grows in magnitude towards P/(ε₀ε_f) as d shrinks. For the film in (c) this limit is 5.647/30 = 0.188 V/nm, or 1.9 MV/cm, above the rough coercive field of 1.5 MV/cm adopted here. A fixed, uniform P is then not a safe assumption.

**Numbers for the junction**

The free-electron formulas give E_F = 4.95 and 1.04 eV, and λ₁ = 0.1208 nm and λ₂ = 0.5878 nm. Hence

ℓ₁ = 0.1208/4.0 = 0.0302 nm,
ℓ₂ = 0.5878/9.0 = 0.0653 nm.

With P/ε₀ = 5.647 V/nm, the denominator is 30 × 0.0955 + 3.0 = 5.865 nm, and

Φ̄(P) − Φ̄(−P) = 5.647 × 3.0 × (0.0302 − 0.0653)/5.865 eV ≈ −0.101 eV.

The edges show how this arises:

- For +P, U(0) = 2.103 eV and U(d) = 1.878 eV, with mean 1.990 eV.
- For −P, U(0) = 1.928 eV and U(d) = 2.255 eV, with mean 2.092 eV.

The edge at TiN moves by 0.17 eV and the edge at the oxide by 0.38 eV in the opposite sense.

A numerical solution of Poisson's equation through both electrodes and the film, with the same linear screening, gives −101.42 meV, as does the formula. In a second calculation λ₂ was held at 0.5878 nm while ε₂ alone was varied. The numerical change vanished at ε₂ = 19.47, where λ₂/ε₂ = 0.0302 nm, equal to ℓ₁.

A hypothetical oxide shows the same cancellation with a consistent electron gas. Its density is 5.0×10²¹ cm⁻³, its permittivity 9.0, and its mass, 0.96 electron masses, is chosen to match the ratios. Its screening length is 0.272 nm, more than twice that of TiN, yet the numerical mean change is below 0.001 meV.

**What the mean says about tunnelling**

At zero bias, in the semiclassical approximation, the transmission at the Fermi level for motion normal to the film is T ≈ exp(−S), with

S = (2/ħ)∫√(2mU) dz over the film.

Write U = Φ̄ + Δx, with Δ = U(d) − U(0) and x = z/d − 1/2. To second order in Δ/Φ̄,

√U ≈ √Φ̄[1 + Δx/(2Φ̄) − Δ²x²/(8Φ̄²)].

Over the film x averages to zero and x² to 1/12. With S̄ = (2d/ħ)√(2mΦ̄), this gives

S ≈ S̄[1 − Δ²/(96Φ̄²)].

The tilt thus enters at second order. For a tunnelling mass of 0.30 electron masses, the exponents from the full profiles give T(P)/T(−P) = 1.81, and those from the mean barriers alone give 1.82. The prefactor left out of both also depends on the polarization. Integrating the Schrödinger equation through the whole stack, with ψ and ψ′/m continuous at the interfaces, gives 2.05 when the band bending in the electrodes is kept and 1.86 when their bands are taken as flat.

When ℓ₁ = ℓ₂, Φ̄ is the same in both states, but the transmissions can still differ:

ln[T(P)/T(−P)] ≈ S̄(Δ₊² − Δ₋²)/(96Φ̄²).

Unequal bare barriers make |Δ₊| and |Δ₋| different. For the matched oxide, with the same Φ₁ and Φ₂ as before, the logarithm is −0.0032. This is the contribution of the exponent only. The prefactor omitted from T ≈ exp(−S) depends on the barrier edges and on the electron velocities in the electrodes. On reversal it changes here by about ten per cent with the electrode band bending included (2 to 3 per cent with flat electrode bands). This outweighs the exponent and turns the ratio T(P)/T(−P) from 0.997 into about 1.10. With equal bare barriers and states ±P, the two profiles are mirror images and S is the same for both, but with different electrodes the prefactor need not be.

**Comparison with real junctions**

The parameters are rough values for hafnia-type junctions with a TiN electrode. The polarization is deliberately small, which keeps the model consistent: the film fields are −0.75 MV/cm for +P and +1.09 MV/cm for −P, opposing the polarization in both states but staying below the adopted coercive field. Tripling P would triple the polarization's share of the field, from about 0.92 to 2.8 MV/cm, so with the adopted coercive field a polarization that large would need further compensation to be stable, for instance by trapped charge. Sheets of density −σ at interface 2 and +σ at interface 1 that reverse with P replace P by P − σ in the result and reduce the change in proportion.

Two other idealizations matter more than the linearization. The first is a clean interface. An oxidized skin of thickness t and permittivity ε_s on TiN adds a potential drop of size Dt/(ε₀ε_s), so ℓ₁ becomes ℓ₁ + t/ε_s when the average is still taken over the ferroelectric alone. For t = 0.5 nm and ε_s = 20, the change shrinks from −101 to −26 meV.

The second is semiclassical screening. Electron waves vanish at a hard wall. In a slab of width W the filled subbands hold, per unit area,

Σ_j [k_F² − (jπ/W)²]/(2π) ≈ Wk_F³/(3π²) − k_F²/(4π),

where k_F is the Fermi wave number and the last term is the endpoint correction to replacing the sum by an integral. Dividing that term by the bulk density k_F³/(3π²) and by two faces gives a depleted width 3π/(8k_F) per face: 0.10 nm for TiN and 0.38 nm for the oxide. If the screening charge in electrode i lies deeper by this width w_i, the potential drop there grows by Dw_i/(ε₀ε_i) in size, so ℓ_i becomes ℓ_i + w_i/ε_i. With this shift in TiN alone, the change becomes −24 meV; in the oxide alone, −184 meV. The interface acts on both electrodes, however, and with both shifts the change is about −110 meV: here the two corrections largely cancel. These widths are an extreme case, for two reasons. The width w_i describes the undisturbed electron gas, and the induced charge is displaced by less. Also, a barrier 2 eV above the Fermi level is not a hard wall, and the electron waves leak into it. A Hartree linear-response calculation on flat unperturbed bands displaces the induced charge by about 0.08 nm in TiN and 0.27 nm in the oxide at a hard wall, giving −108 meV. At the actual finite barrier, with mass 0.30, the displacements are only about 0.02 and 0.09 nm, giving −104 meV. The values with a shift in one electrode alone therefore overstate the sensitivity.

A skin on one electrode has no such partner. The change passes through zero when t = ε_s(ℓ₂ − ℓ₁), about 0.7 nm for the skin above, and a thicker skin reverses its sign. For a real junction, then, neither the size nor the sign can be trusted until the interfaces are known.

Nonlinear Thomas-Fermi screening gives −100.7 meV for this junction, in which the band bending in the oxide reaches 0.21 of its Fermi energy. It also leaves 0.34 meV in the matched junction, so the cancellation at equal ratios is a result of linear screening. Thermal broadening at 358 K, applied to the oxide's screening, shifts the main result by less than 0.1 meV. The numerical output below lists the remaining values.

Numbers as computed

```
Film thickness: 3.0 nm
Film relative permittivity: 30
Polarization magnitude: 5.0 uC/cm2
P/eps0: 5.647 V/nm
Bare barriers 1, 2: 2.00, 2.10 eV
Electron densities 1, 2: 5.0e+22, 1.0e+21 cm^-3
Effective masses 1, 2: 1.00, 0.35 m_e
Lattice permittivities 1, 2: 4.0, 9.0
Fermi energies 1, 2: 4.949, 1.042 eV
Screening lengths 1, 2: 0.1208, 0.5878 nm
Screening length 2 from state count: 0.5872 nm
Ratios l1, l2: 0.03019, 0.06531 nm
D/eps0 for +P, -P: 3.4000, -2.3770 V/nm
+P edges at 1, 2: 2.1027, 1.8780 eV
-P edges at 1, 2: 1.9282, 2.2552 eV
Mean barrier +P, -P: 1.9903, 2.0917 eV
Mean change (+P minus -P), formula: -101.422 meV
Mean change, Poisson solution: -101.422 meV
Shift on halving the mesh step: -1.6e-03 meV
Permittivity 2 at numerical zero, fixed lam2: 19.466
lam2/permittivity at that zero: 0.03019 nm
Tunnelling mass: 0.30 m_e
Tunnelling exponent S for +P: 23.749
Tunnelling exponent S for -P: 24.344
T(+P)/T(-P), full profile: 1.8123
T(+P)/T(-P), mean barriers only: 1.8179
Matched electrode density: 5.0e+21 cm^-3
Matched electrode mass: 0.9575 m_e
Matched electrode permittivity: 9.0
Matched electrode screening length: 0.2717 nm
Matched electrode ratio l: 0.03019 nm
Matched |mean change|, Poisson: 2.6e-04 meV
Matched T(+P)/T(-P), unequal bare barriers: 0.99683
Matched ln T ratio, full profile: -0.003174
Matched ln T ratio, tilt formula: -0.003168
Matched |ln T ratio|, equal bare barriers: 1.5e-06
Largest band bending 2 / Fermi energy 2: 0.213
Mean change, nonlinear screening: -100.663 meV
Matched mean change, nonlinear screening: 0.343 meV
Temperature of use: 358 K
Thermal change of l2: 0.0362 percent
Mean change with thermal l2: -101.478 meV
Quantum shift scales 1, 2: 0.1034, 0.3808 nm
Mean change, quantum shift in 1 only: -23.7 meV
Mean change, quantum shift in 2 only: -183.9 meV
TiN skin thickness, permittivity: 0.5 nm, 20
Mean change with TiN skin: -25.90 meV
Film field for +P, -P: -0.749, 1.090 MV/cm
Rough coercive field (input): 1.5 MV/cm
Rough breakdown field (input): 5.0 MV/cm
```
